# Orbital-Optimized MP2 from the Coupled-Cluster Doubles Lagrangian: a numerical check

```python
"""Result under test: the orbital-optimized CCD Lagrangian
    L = <0|(1+Lam) exp(-T) H exp(T)|0>,   H = E_ref + F_N + W_N,
kept through second order (W_N, T, Lam each of order one), is stationary at
Lam = T^dagger; it is then the Hylleraas functional, whose stationary point in
amplitudes and orbitals is orbital-optimized MP2 (OMP2).
T, Lam: double excitations / de-excitations; F_N: normal-ordered Fock operator;
W_N: fluctuation operator; |0>: determinant of the current orbitals.
Model: 4-site chain, 4 electrons, all energies in units of the hopping.
Many-electron matrices (70 determinants) supply the independent side of tests.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm
from scipy.optimize import root, minimize

HOP, U_SITE, V_NEAR = 1.0, 2.0, 0.5
SITE_ENERGY = np.array([0.0, 1.0, 0.0, 2.0])
NSO, NOCC = 8, 4
O, V = slice(0, 4), slice(4, 8)
I2 = np.eye(2)
rng = np.random.default_rng(7)


def es(*args):
    return np.einsum(*args, optimize=True)


# Site-basis integrals; spin orbital index = 2*site + spin
neighbour = np.diag(np.ones(3), 1) + np.diag(np.ones(3), -1)
h_site = np.kron(np.diag(SITE_ENERGY) - HOP * neighbour, I2)
repulsion = np.kron(V_NEAR * neighbour, np.ones((2, 2)))
repulsion += np.kron(U_SITE * np.eye(4), np.ones((2, 2)) - I2)
g_site = np.zeros((NSO,) * 4)
for m in range(NSO):
    for n in range(NSO):
        g_site[m, n, m, n] += repulsion[m, n]
        g_site[m, n, n, m] -= repulsion[m, n]

# Many-electron matrices of a+_p a_q in the site basis
dets = list(combinations(range(NSO), NOCC))
where = {d: k for k, d in enumerate(dets)}
NDET = len(dets)
ONE = np.eye(NDET)
E_site = np.zeros((NSO, NSO, NDET, NDET))
for col, d in enumerate(dets):
    for q in d:
        rest = tuple(x for x in d if x != q)
        for p in range(NSO):
            if p not in rest:
                new = tuple(sorted(rest + (p,)))
                sign = (-1) ** (d.index(q) + new.index(p))
                E_site[p, q, where[new], col] = sign
H = es('pq,pqxy->xy', h_site, E_site)
for m in range(NSO):
    for n in range(NSO):
        H += 0.5 * repulsion[m, n] * E_site[m, m] @ E_site[n, n]

pairs = list(combinations(range(4), 2))
doubles = [(i, j, a, b) for i, j in pairs for a, b in pairs]


def pack(t):
    return np.array([t[k] for k in doubles])


def unpack(vec):
    t = np.zeros((4,) * 4)
    for x, (i, j, a, b) in zip(vec, doubles):
        t[i, j, a, b] = t[j, i, b, a] = x
        t[j, i, a, b] = t[i, j, b, a] = -x
    return t


def rotate(C, x):
    K = np.zeros((NSO, NSO))
    K[V, O], K[O, V] = x, -x.T
    return C @ expm(K)


def integrals(C):
    h = C.T @ h_site @ C
    g = es('mnls,mp,nq,lr,st->pqrt', g_site, C, C, C, C)
    f = h + np.einsum('pkqk->pq', g[:, O, :, O])
    e_ref = np.trace(h[O, O]) + 0.5 * np.einsum('ijij->', g[O, O, O, O])
    return e_ref, f, g


def first_order_amplitudes(f, g):
    eo, Uo = np.linalg.eigh(f[O, O])
    ev, Uv = np.linalg.eigh(f[V, V])
    w = es('ijab,iI,jJ,aA,bB->IJAB', g[O, O, V, V], Uo, Uo, Uv, Uv)
    gap = (eo[:, None, None, None] + eo[None, :, None, None]
           - ev[None, None, :, None] - ev[None, None, None, :])
    return es('IJAB,iI,jJ,aA,bB->ijab', w / gap, Uo, Uo, Uv, Uv)


def second_order_lagrangian(e_ref, f, g, t, lam):
    w = g[O, O, V, V]
    return (e_ref + 0.25 * np.sum(w * t) + 0.25 * np.sum(w * lam)
            + 0.5 * es('ijab,bc,ijac->', lam, f[V, V], t)
            - 0.5 * es('ijab,kj,ikab->', lam, f[O, O], t))


def relaxed_energy(C):
    e_ref, f, g = integrals(C)
    t = first_order_amplitudes(f, g)
    return e_ref + 0.25 * np.sum(g[O, O, V, V] * t)


def density_corrections(t):
    return (-0.5 * es('ikab,jkab->ij', t, t), 0.5 * es('ijac,ijbc->ab', t, t))


def orbital_gradient(C):
    _, f, g = integrals(C)
    t = first_order_amplitudes(f, g)
    doo, dvv = density_corrections(t)
    fvo = f[V, O]
    return (2 * fvo + 2 * fvo @ doo - 2 * dvv @ fvo
            + 2 * es('jk,jaki->ai', doo, g[O, V, O, O])
            + 2 * es('bc,baci->ai', dvv, g[V, V, V, O])
            + es('ajbc,ijbc->ai', g[V, O, V, V], t)
            - es('jkib,jkab->ai', g[O, O, O, V], t))


def many_body(C):
    """Reference vector, double excitations, F_N, W_N, ov part of F_N."""
    e_ref, f, _ = integrals(C)
    X = es('mp,nq,mnxy->pqxy', C, C, E_site)
    ref = np.linalg.eigh(sum(X[i, i] for i in range(NOCC)))[1][:, -1]
    taus = np.array([X[4 + a, i] @ X[4 + b, j] for i, j, a, b in doubles])
    F = es('pq,pqxy->xy', f, X) - np.trace(f[O, O]) * ONE
    Fov = es('ai,aixy->xy', f[V, O], X[V, O])
    W = H - e_ref * ONE - F
    return ref, taus, F, W, Fov + Fov.T


def similarity(op, T):
    # T cubed vanishes for four electrons
    return (ONE - T + T @ T / 2) @ op @ (ONE + T + T @ T / 2)


def full_lagrangian(op, ref, taus, t, lam):
    v = similarity(op, np.tensordot(t, taus, 1)) @ ref
    return ref @ v + lam @ (taus @ ref) @ v


def order_coefficients(e_ref, mb, t, lam):
    """Exact polynomial in s for W -> sW, T -> sT, Lam -> s Lam."""
    ref, taus, F, W, _ = mb
    s = np.linspace(-1.0, 1.0, 7)
    vals = [full_lagrangian(e_ref * ONE + F + x * W, ref, taus, x * t, x * lam)
            for x in s]
    return np.linalg.solve(np.vander(s, increasing=True), vals)


def solve_ccd(op, ref, taus):
    D = taus @ ref
    t = np.zeros(len(doubles))
    for _ in range(40):
        Hbar = similarity(op, np.tensordot(t, taus, 1))
        v = Hbar @ ref
        residual = D @ v
        jac = D @ Hbar @ D.T - D @ (taus @ v).T
        if np.max(np.abs(residual)) < 1e-12:
            break
        t = t - np.linalg.solve(jac, residual)
    assert np.max(np.abs(residual)) < 1e-12
    lam = -np.linalg.solve(jac.T, D @ Hbar.T @ ref)
    return ref @ v, t, lam


# Spin-restricted Hartree-Fock orbitals
Cs = np.linalg.eigh(h_site[::2, ::2])[1]
dens = np.kron(Cs[:, :2] @ Cs[:, :2].T, I2)
for _ in range(400):
    fock = h_site + es('mknl,kl->mn', g_site, dens)
    Cs = np.linalg.eigh(fock[::2, ::2])[1]
    dens = 0.5 * dens + 0.5 * np.kron(Cs[:, :2] @ Cs[:, :2].T, I2)
C_hf = np.kron(Cs, I2)
e_hf, f_hf, _ = integrals(C_hf)
assert np.max(np.abs(f_hf[V, O])) < 1e-10

# Tests at general orbitals, where the Fock matrix has an ov block
C_gen = rotate(C_hf, 0.12 * rng.standard_normal((4, 4)))
e_gen, f_gen, g_gen = integrals(C_gen)
mb = many_body(C_gen)
ref, taus, F, W, Fov = mb
D = taus @ ref
assert abs(ref @ H @ ref - e_gen) < 1e-11
assert np.max(np.abs(f_gen[V, O])) > 1e-2
t_r, l_r = 0.2 * rng.standard_normal((2, len(doubles)))

# Order-by-order content of the full Lagrangian, arbitrary T and Lam
c = order_coefficients(e_gen, mb, t_r, l_r)
L2 = second_order_lagrangian(e_gen, f_gen, g_gen, unpack(t_r), unpack(l_r))
T_r = np.tensordot(t_r, taus, 1)
WT = W @ T_r - T_r @ W
third = l_r @ D @ WT @ ref
fourth = 0.5 * l_r @ D @ (WT @ T_r - T_r @ WT) @ ref
expected = [e_gen, 0.0, L2 - e_gen, third, fourth, 0.0, 0.0]
assert np.allclose(c, expected, atol=1e-10, rtol=0)

# The ov block of the Fock operator does not enter at fixed amplitudes
with_ov = full_lagrangian(H, ref, taus, t_r, l_r)
without_ov = full_lagrangian(H - Fov, ref, taus, t_r, l_r)
assert abs(with_ov - without_ov) < 1e-11

# Stationary amplitudes and multipliers from many-electron matrices
A = D @ F @ D.T - D @ (taus @ (F @ ref)).T
t_gen = pack(first_order_amplitudes(f_gen, g_gen))
t_solved = -np.linalg.solve(A, D @ W @ ref)
lam_solved = -np.linalg.solve(A.T, ref @ W @ D.T)
assert np.allclose(A, A.T, atol=1e-11)
assert np.allclose(t_solved, t_gen, atol=1e-10)
assert np.allclose(lam_solved, t_gen, atol=1e-10)
assert np.linalg.eigvalsh(A)[0] > 0

# Hylleraas form for a trial T, and its minimum property
trial = t_gen + t_r
psi = np.tensordot(trial, taus, 1) @ ref
J_trial = second_order_lagrangian(e_gen, f_gen, g_gen,
                                  unpack(trial), unpack(trial))
assert abs(e_gen + 2 * ref @ W @ psi + psi @ F @ psi - J_trial) < 1e-10
assert abs(J_trial - relaxed_energy(C_gen) - t_r @ A @ t_r) < 1e-10

# Orbital gradient against differences of the amplitude-relaxed energy
grad = orbital_gradient(C_gen)
step = 2e-3
grad_fd = np.zeros((4, 4))
for a in range(4):
    for i in range(4):
        x = np.zeros((4, 4))
        x[a, i] = step
        e = [relaxed_energy(rotate(C_gen, k * x)) for k in (-2, -1, 1, 2)]
        grad_fd[a, i] = (e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * step)
gradient_error = np.max(np.abs(grad - grad_fd))
assert np.max(np.abs(grad)) > 1e-2 and gradient_error < 1e-7

# In full CCD the difference Lam - T^dagger starts at third order in W
gaps = []
for s in (0.01, 0.005):
    _, t_s, l_s = solve_ccd(e_gen * ONE + F + s * W, ref, taus)
    gaps.append(np.linalg.norm(l_s - t_s))
order_ratio = gaps[0] / gaps[1]
assert abs(order_ratio - 8) < 0.5


# OMP2 orbitals, spin restricted
def restricted_gradient(y):
    gr = orbital_gradient(rotate(C_hf, np.kron(y.reshape(2, 2), I2)))
    return (gr[::2, ::2] + gr[1::2, 1::2]).ravel()


sol = root(restricted_gradient, np.zeros(4), tol=1e-13)
C_opt = rotate(C_hf, np.kron(sol.x.reshape(2, 2), I2))
max_grad = np.max(np.abs(orbital_gradient(C_opt)))
assert max_grad < 1e-9
e_ref, f, g = integrals(C_opt)
t = first_order_amplitudes(f, g)
e_omp2 = second_order_lagrangian(e_ref, f, g, t, t)
e_mp2 = relaxed_energy(C_hf)
doo, dvv = density_corrections(t)
wt = 0.25 * np.sum(g[O, O, V, V] * t)
tft = np.sum(f[O, O] * doo) + np.sum(f[V, V] * dvv)
assert abs(tft + wt) < 1e-11 and abs(e_omp2 - e_ref - wt) < 1e-11
assert e_omp2 < e_mp2 and e_ref > e_hf

# Orbital Hessian of the amplitude-relaxed functional
hess = np.zeros((16, 16))
for k in range(16):
    x = np.zeros(16)
    x[k] = 1e-4
    x = x.reshape(4, 4)
    hess[:, k] = (orbital_gradient(rotate(C_opt, x))
                  - orbital_gradient(rotate(C_opt, -x))).ravel() / 2e-4
assert np.allclose(hess, hess.T, atol=1e-5)
hess = 0.5 * (hess + hess.T)
B = np.array([np.kron(y.reshape(2, 2), I2).ravel() / np.sqrt(2)
              for y in np.eye(4)]).T
hess_restricted = np.linalg.eigvalsh(B.T @ hess @ B)[0]
hess_all = np.linalg.eigvalsh(hess)[0]
assert hess_restricted > 0

# Dropped terms and comparison with full CCD and full diagonalization
mb_opt = many_body(C_opt)
ref, taus, F, W, _ = mb_opt
c_opt = order_coefficients(e_ref, mb_opt, pack(t), pack(t))
A_min = np.linalg.eigvalsh((taus @ ref) @ F @ (taus @ ref).T)[0]
e_ccd, t_ccd, l_ccd = solve_ccd(H, ref, taus)
asymmetry = np.linalg.norm(l_ccd - t_ccd) / np.linalg.norm(t_ccd)


def ccd_energy(y):
    C = rotate(C_opt, np.kron(y.reshape(2, 2), I2))
    r, ta, _, _, _ = many_body(C)
    return solve_ccd(H, r, ta)[0]


oo = minimize(ccd_energy, np.zeros(4), method='BFGS', options={'gtol': 1e-5})
for y in np.eye(4) * 1e-3:
    slope = (ccd_energy(oo.x + y) - ccd_energy(oo.x - y)) / 2e-3
    assert abs(slope) < 1e-4
e_full = np.linalg.eigvalsh(H)[0]

print("All energies in units of the hopping")
print("hopping                              ", HOP)
print("site energies                        ", SITE_ENERGY)
print("on-site repulsion                    ", U_SITE)
print("neighbour repulsion                  ", V_NEAR)
print("number of electrons                  ", NOCC)
print("number of independent doubles        ", len(doubles))
print("-- energies")
print(f"HF energy                             {e_hf:.8f}")
print(f"MP2 energy, HF orbitals               {e_mp2:.8f}")
print(f"OMP2 energy                           {e_omp2:.8f}")
print(f"OMP2 minus MP2                        {e_omp2 - e_mp2:.8f}")
print(f"CCD energy, OMP2 orbitals             {e_ccd:.8f}")
print(f"orbital-optimized CCD energy          {oo.fun:.8f}")
print(f"full diagonalization, lowest energy   {e_full:.8f}")
print("-- Hylleraas functional at the OMP2 solution")
print(f"E_ref                                 {e_ref:.8f}")
print(f"<W T>                                 {wt:.8f}")
print(f"<T+ W>                                {0.25*np.sum(t*g[O,O,V,V]):.8f}")
print(f"<T+ F_N T>                            {tft:.8f}")
print(f"lowest eigenvalue of A                {A_min:.6f}")
print(f"trace of gamma'_ab (electrons)        {np.trace(dvv):.6f}")
print(f"trace of gamma'_ij (electrons)        {np.trace(doo):.6f}")
print("-- orbitals")
print(f"largest |f_ai|, OMP2 orbitals         {np.max(np.abs(f[V, O])):.6f}")
print(f"largest |g_ai|, OMP2 orbitals         {max_grad:.1e}")
g_hf_max = np.max(np.abs(orbital_gradient(C_hf)))
print(f"largest |g_ai|, HF orbitals           {g_hf_max:.6f}")
print(f"largest rotation parameter (rad)      {np.max(np.abs(sol.x)):.6f}")
print(f"lowest Hessian value, restricted      {hess_restricted:.6f}")
print(f"lowest Hessian value, all real rot.   {hess_all:.6f}")
print("-- terms dropped from the CCD Lagrangian, at OMP2 amplitudes")
print(f"third order <T+[W,T]>                 {c_opt[3]:.8f}")
print(f"fourth order <T+[[W,T],T]>/2          {c_opt[4]:.8f}")
print("-- Lam versus T+ in full CCD")
print(f"|Lam-T+|/|T|, OMP2 orbitals           {asymmetry:.6f}")
print(f"ratio of |Lam-T+| on halving W        {order_ratio:.4f}")
print("-- gradient test at general orbitals")
print(f"largest |g_ai|                        {np.max(np.abs(grad)):.6f}")
print(f"largest error against differences     {gradient_error:.1e}")
print("tests ok")
```

It prints:

```
All energies in units of the hopping
hopping                               1.0
site energies                         [0. 1. 0. 2.]
on-site repulsion                     2.0
neighbour repulsion                   0.5
number of electrons                   4
number of independent doubles         36
-- energies
HF energy                             0.78312120
MP2 energy, HF orbitals               0.68494277
OMP2 energy                           0.68036263
OMP2 minus MP2                        -0.00458014
CCD energy, OMP2 orbitals             0.67747332
orbital-optimized CCD energy          0.67721441
full diagonalization, lowest energy   0.67652392
-- Hylleraas functional at the OMP2 solution
E_ref                                 0.78779663
<W T>                                 -0.10743400
<T+ W>                                -0.10743400
<T+ F_N T>                            0.10743400
lowest eigenvalue of A                3.997494
trace of gamma'_ab (electrons)        0.038777
trace of gamma'_ij (electrons)        -0.038777
-- orbitals
largest |f_ai|, OMP2 orbitals         0.064414
largest |g_ai|, OMP2 orbitals         1.1e-15
largest |g_ai|, HF orbitals           0.124428
largest rotation parameter (rad)      0.027902
lowest Hessian value, restricted      4.516842
lowest Hessian value, all real rot.   2.312739
-- terms dropped from the CCD Lagrangian, at OMP2 amplitudes
third order <T+[W,T]>                 -0.00251056
fourth order <T+[[W,T],T]>/2          0.00114972
-- Lam versus T+ in full CCD
|Lam-T+|/|T|, OMP2 orbitals           0.011645
ratio of |Lam-T+| on halving W        8.0046
-- gradient test at general orbitals
largest |g_ai|                        0.993673
largest error against differences     7.2e-12
tests ok
```
